# Ewald summation of pairwise dispersion energies with geometric-mean coefficients

A periodic crystal has cell volume \(\Omega\), lattice vectors \(\mathbf L\), and atoms at positions \(\mathbf r_i\) in the cell. Each pair of atoms attracts through an undamped dispersion energy \(-C_{ij}/r^6\). The coefficient of an unlike pair is the geometric mean of the like-pair coefficients, with all \(C_{ii}>0\):

\[
C_{ij}=\sqrt{C_{ii}C_{jj}}=c_ic_j,\qquad c_i=\sqrt{C_{ii}} .
\]

The energy per cell is

\[
E=-\frac12\sum_{i,j,\mathbf L}{}^{'}\frac{c_ic_j}{|\mathbf r_i-\mathbf r_j+\mathbf L|^6}.
\tag{1}
\]

The prime omits the terms with \(i=j\) and \(\mathbf L=0\), in which an atom would meet itself. The factor \(\tfrac12\) corrects for counting each pair twice. The algebra is in atomic units, but no formula below contains a unit-dependent constant, so all of them hold unchanged with eV and Å.

Reciprocal vectors \(\mathbf G\) satisfy \(e^{i\mathbf G\cdot\mathbf L}=1\), and the Fourier convention is \(\hat f(\mathbf G)=\int f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r\).

## (a) Does the energy depend on the order of summation?

Decide whether (1) converges absolutely, and find the leading contribution of the pairs beyond a large distance \(R\).

**Solution.** Around a given atom, the number of lattice points with distance between \(r\) and \(r+1\) is at most a constant times \(r^2\) at large \(r\). The terms in that shell therefore add up to at most a constant times \(r^{-4}\), and the sum over shells converges. All terms of (1) have the same sign, so the convergence is absolute. The terms may be rearranged freely, and the result does not depend on the shape of the growing sample.

For the leading remainder, replace the distant points by their mean density \(1/\Omega\) for each pair of sublattices:

\[
E_{>R}\simeq-\frac12\sum_{ij}c_ic_j\,\frac{4\pi}{\Omega}\int_R^\infty\frac{r^2\,dr}{r^6}
=-\frac{2\pi}{3\Omega R^3}\Big(\sum_ic_i\Big)^2 .
\tag{2}
\]

Here \(\int_R^\infty r^{-4}dr=1/(3R^3)\), and the double sum over \(c_ic_j\) is the square of a single sum. A plain cutoff thus converges, but its error falls only as \(R^{-3}\), while the number of pairs grows as \(R^3\).

## (b) Splitting the interaction

Write \(r^{-6}\) as an integral over Gaussians \(e^{-r^2t}\), and cut the integral at \(t=\eta^2\) with \(\eta>0\). Evaluate both parts, and find the value of the smooth part at \(r=0\).

**Solution.** With \(u=r^2t\),

\[
\int_0^\infty t^2e^{-r^2t}\,dt=\frac1{r^6}\int_0^\infty u^2e^{-u}\,du=\frac2{r^6},
\]

so that

\[
\frac1{r^6}=\frac12\int_0^\infty t^2e^{-r^2t}\,dt .
\]

Large \(t\) gives narrow Gaussians and small \(t\) gives broad ones. The part \(t>\eta^2\) is therefore short-ranged. An antiderivative of \(u^2e^{-u}\) is \(-(u^2+2u+2)e^{-u}\), and the lower limit is \(u=a^2\) with \(a=\eta r\). Hence

\[
\frac12\int_{\eta^2}^\infty t^2e^{-r^2t}\,dt=\frac{g(a)}{r^6},\qquad
g(a)=e^{-a^2}\Big(1+a^2+\frac{a^4}{2}\Big).
\tag{3}
\]

The other part is what remains:

\[
\varphi(r)=\frac12\int_0^{\eta^2}t^2e^{-r^2t}\,dt=\frac{1-g(\eta r)}{r^6}.
\tag{4}
\]

The quotient in (4) looks singular at the origin, but the integral is not. At \(r=0\) the exponential is one, and

\[
\varphi(0)=\frac12\int_0^{\eta^2}t^2\,dt=\frac{\eta^6}{6}.
\tag{5}
\]

At large \(r\), \(g\) vanishes and \(\varphi\to r^{-6}\). The smooth part thus carries the whole long-range tail.

## (c) The transform of the smooth part

Find \(\hat\varphi(G)\) in closed form, using \(b=G/(2\eta)\).

**Solution.** A Gaussian transforms as

\[
\int e^{-tr^2}e^{-i\mathbf G\cdot\mathbf r}\,d^3r=\Big(\frac{\pi}{t}\Big)^{3/2}e^{-G^2/4t}.
\]

The integrals over \(\mathbf r\) and \(t\) may be exchanged because \(\int_0^{\eta^2}t^2(\pi/t)^{3/2}dt\) is finite. Therefore

\[
\hat\varphi(G)=\frac{\pi^{3/2}}2\,I,\qquad I=\int_0^{\eta^2}t^{1/2}e^{-G^2/4t}\,dt .
\tag{6}
\]

For \(G>0\) set \(t=G^2/(4s^2)\). Then \(t^{1/2}=G/(2s)\) and \(dt=-G^2/(2s^3)\,ds\). The limit \(t=0\) becomes \(s=\infty\), and \(t=\eta^2\) becomes \(s=b\). Reversing the limits absorbs the minus sign:

\[
I=\frac{G^3}{4}\int_b^\infty\frac{e^{-s^2}}{s^4}\,ds .
\]

Integrate by parts, first with \(s^{-4}=\frac{d}{ds}(-\tfrac13s^{-3})\), then with \(s^{-2}=\frac{d}{ds}(-s^{-1})\). The derivative of \(e^{-s^2}\) is \(-2se^{-s^2}\), so

\[
\int_b^\infty\frac{e^{-s^2}}{s^4}ds=\frac{e^{-b^2}}{3b^3}-\frac23\int_b^\infty\frac{e^{-s^2}}{s^2}ds,
\]

\[
\int_b^\infty\frac{e^{-s^2}}{s^2}ds=\frac{e^{-b^2}}{b}-2\int_b^\infty e^{-s^2}ds
=\frac{e^{-b^2}}{b}-\sqrt\pi\,\mathrm{erfc}(b).
\]

Since \(G=2\eta b\), the prefactor is \(G^3/4=2\eta^3b^3\). Inserting the two lines gives

\[
I=2\eta^3b^3\left[\frac{e^{-b^2}}{3b^3}-\frac{2e^{-b^2}}{3b}+\frac{2\sqrt\pi}{3}\mathrm{erfc}(b)\right]=\frac{2\eta^3}{3}B(b),
\]

\[
B(b)=(1-2b^2)e^{-b^2}+2\sqrt\pi\,b^3\,\mathrm{erfc}(b),
\]

and, with (6),

\[
\hat\varphi(G)=\frac{\pi^{3/2}\eta^3}{3}\,B\!\left(\frac{G}{2\eta}\right).
\tag{7}
\]

The integrand in (6) is positive, so \(\hat\varphi(G)>0\) for every \(G\), although the first term of \(B\) changes sign.

## (d) Small and large reciprocal vectors

Find \(\hat\varphi(0)\), the first terms of \(\hat\varphi\) at small \(G\), and its leading form at large \(G\). Why does the Coulomb interaction behave differently at \(G=0\)?

**Solution.** At \(G=0\), the integral in (6) is \(\int_0^{\eta^2}t^{1/2}dt=2\eta^3/3\), and

\[
\hat\varphi(0)=\int\varphi(r)\,d^3r=\frac{\pi^{3/2}\eta^3}{3}.
\tag{8}
\]

This is finite because \(r^2\varphi\) falls as \(r^{-4}\). For comparison, the Coulomb interaction is \(1/r=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-r^2t}dt\). Its smooth part at \(G=0\) contains \(\int_0^{\eta^2}t^{-1/2}t^{-3/2}dt\), which diverges at small \(t\), that is, through the broadest Gaussians.

For small \(b\), use \(e^{-b^2}=1-b^2+O(b^4)\) and \(\mathrm{erfc}(b)=1+O(b)\):

\[
B(b)=1-3b^2+2\sqrt\pi\,b^3+O(b^4).
\]

The cubic term of \(\hat\varphi\) is \(\frac{\pi^{3/2}\eta^3}{3}\cdot2\sqrt\pi\,\frac{G^3}{8\eta^3}=\frac{\pi^2G^3}{12}\), so

\[
\hat\varphi(G)=\hat\varphi(0)(1-3b^2)+\frac{\pi^2}{12}G^3+O(G^4).
\tag{9}
\]

The cubic term does not contain \(\eta\). Changing \(\eta\) adds to \(\varphi\), or removes from it, Gaussians whose \(t\) lies in an interval away from zero. Their transforms contain only even powers of \(G\). The odd power thus belongs to the part that no choice of \(\eta>0\) removes, the \(r^{-6}\) tail. The limit \(G\to0\) is the same from every direction.

For large \(b\), part (c) gives \(B=3b^3\int_b^\infty s^{-4}e^{-s^2}ds\). Writing \(s^{-4}e^{-s^2}=\tfrac12s^{-5}\,(2se^{-s^2})\) and integrating by parts,

\[
\int_b^\infty\frac{e^{-s^2}}{s^4}ds=\frac{e^{-b^2}}{2b^5}-\frac52\int_b^\infty\frac{e^{-s^2}}{s^6}ds .
\]

The last integral is at most \(b^{-2}\) times the one on the left, so it is negligible for large \(b\), and

\[
B(b)\simeq\frac{3e^{-b^2}}{2b^2}.
\tag{10}
\]

The reciprocal sum therefore converges as a Gaussian. In numerical work at large \(b\), the two terms of \(B\) nearly cancel, and (10) shows how small the remainder is.

## (e) The complete energy

Use (3)–(8) to turn (1) into two rapidly convergent sums and any further terms. Where does the geometric mean enter?

**Solution.** Insert \(r^{-6}=g/r^6+\varphi\) into (1). The first part stays in real space. In the second part, \(\varphi\) is finite at the origin, so the omitted self-pairs can be added and then taken away:

\[
-\frac12\sum{}^{'}c_ic_j\varphi
=-\frac12\sum_{i,j,\mathbf L}c_ic_j\,\varphi(|\mathbf r_i-\mathbf r_j+\mathbf L|)+\frac12\sum_ic_i^2\varphi(0).
\tag{11}
\]

The function \(F(\mathbf r)=\sum_{\mathbf L}\varphi(|\mathbf r+\mathbf L|)\) is periodic. Its Fourier coefficient is an integral over one cell. Because \(e^{i\mathbf G\cdot\mathbf L}=1\), the sum over \(\mathbf L\) extends that integral to all space:

\[
\frac1\Omega\int_{\rm cell}F(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac1\Omega\int\varphi(r)e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac{\hat\varphi(G)}{\Omega}.
\]

Hence \(F(\mathbf r)=\Omega^{-1}\sum_{\mathbf G}\hat\varphi(G)e^{i\mathbf G\cdot\mathbf r}\). The lattice sum converges uniformly to a continuous function, since \(\varphi\) falls as \(r^{-6}\). The Fourier series converges absolutely by (10), so the two sides agree at every point.

The sum over atom pairs now contains \(\sum_{ij}c_ic_je^{i\mathbf G\cdot(\mathbf r_i-\mathbf r_j)}\). Since the coefficient is a product, this is

\[
|S(\mathbf G)|^2,\qquad S(\mathbf G)=\sum_ic_ie^{i\mathbf G\cdot\mathbf r_i}.
\]

This is where the geometric mean enters: one sum over atoms replaces a double sum. For a general symmetric \(C_{ij}\) the derivation still holds, with \(\sum_{ij}C_{ij}e^{i\mathbf G\cdot(\mathbf r_i-\mathbf r_j)}\) in place of \(|S|^2\), \(\sum_{ij}C_{ij}\) at \(\mathbf G=0\), and \(\sum_iC_{ii}\) in the self term. This matters for real atoms. There \(C_{ij}=\frac3\pi\int_0^\infty\alpha_i(i\omega)\alpha_j(i\omega)\,d\omega\) in atomic units, and the Cauchy–Schwarz inequality makes the geometric mean an upper bound. It is reached only when the two polarizabilities have the same frequency dependence. The mean is close for carbon and hydrogen, but nearly twice too large for helium and sodium.

At \(\mathbf G=0\) all phases are one and \(S(0)=\sum_ic_i\). Separating this term and using (5) and (8),

\[
\begin{aligned}
E={}&-\frac12\sum_{i,j,\mathbf L}{}^{'}c_ic_j\frac{g(\eta r)}{r^6}
-\frac1{2\Omega}\sum_{\mathbf G\ne0}\hat\varphi(G)|S(\mathbf G)|^2\\
&-\frac{\pi^{3/2}\eta^3}{6\Omega}\Big(\sum_ic_i\Big)^2+\frac{\eta^6}{12}\sum_ic_i^2,
\end{aligned}
\tag{12}
\]

with \(r=|\mathbf r_i-\mathbf r_j+\mathbf L|\). The third term is \(-\hat\varphi(0)S(0)^2/(2\Omega)\). The last is positive because it removes an attraction of each atom to itself.

## (f) The meaning of the \(G=0\) term

What error follows if this term is dropped? How does it behave as \(\eta\to0\), and does it affect the pressure?

**Solution.** The left side of (12) does not contain \(\eta\), so the right side cannot depend on it. Dropping the third term raises the energy by \(\pi^{3/2}\eta^3(\sum_ic_i)^2/(6\Omega)\). This error depends on a parameter without physical meaning. No neutrality condition can cancel it, because all \(c_i\) are positive.

The term is the smooth interaction averaged over a uniform distribution of atoms. As \(\eta\to0\) at fixed structure, the sum over \(\mathbf G\ne0\) vanishes as a Gaussian and the self term vanishes as \(\eta^6\). The \(G=0\) term, of order \(\eta^3\), is then the leading correction to the screened real-space sum. It equals the tail (2) when

\[
\frac{\pi^{3/2}\eta^3}{6}=\frac{2\pi}{3R^3},
\qquad R=\frac1\eta\Big(\frac4{\sqrt\pi}\Big)^{1/3}.
\]

In this limit it does the work of the continuum tail beyond a cutoff of order \(1/\eta\).

For the pressure, change the volume at fixed \(\eta\). The term has the form \(-K/\Omega\) with \(K>0\), and it contributes \(-d(-K/\Omega)/d\Omega=-K/\Omega^2\). This assumes that the \(c_i\) do not change with volume; coefficients that depend on the environment add a further term. It is a tension that belongs to the total. The match with the tail (2) holds for the energy only. Each pair term scales as \(\Omega^{-2}\), so the pairs beyond the same \(R\) contribute \(2E_{>R}/\Omega=-2K/\Omega^2\) to the pressure. The \(G=0\) term supplies half of this, and the other half comes from the derivative of \(g\) in the near sum. It is not a constant that drops out of energy differences between volumes.

## (g) The fcc lattice

For an fcc crystal with nearest-neighbour distance \(d\), define \(A_6=\sum'(d/r)^6\) over all neighbours of one atom. Express the four parts of \(A_6\) through (12), evaluate them for \(d=4\) Å, \(C_6=100\) eV Å\(^6\) and \(\eta=0.5\) Å\(^{-1}\), and compare with the lattice sum 14.45392.

**Solution.** There is one atom per primitive cell, with \(c^2=C_6\) and \(\Omega=d^3/\sqrt2\). From (1), \(E=-C_6A_6/(2d^6)\), so each energy term is multiplied by \(-2d^6/C_6\). The last two terms of (12) become

\[
A_{G=0}=\frac{\pi^{3/2}\eta^3d^6}{3\Omega}=\frac{\sqrt2\,\pi^{3/2}}3(\eta d)^3,\qquad
A_{\rm self}=-\frac{(\eta d)^6}{6}.
\]

With \(\eta d=2\) these are \(20.99948\) and \(-64/6=-10.66667\).

In real space, the 12 nearest neighbours have \(a=2\) and \(g=13e^{-4}=0.238103\), which gives \(12\times0.238103=2.85724\). The six second neighbours lie at \(\sqrt2\,d\), where \((d/r)^6=1/8\), and add \(0.01032\). The whole near sum is \(2.86802\).

In reciprocal space, the shortest nonzero vectors form a shell of eight, with \(G=1.923825\) Å\(^{-1}\). Since \(2\eta=1\) Å\(^{-1}\), \(b=1.923825\), and \(B=0.00631737\). Each vector contributes \(A_{G=0}B\), so the shell gives

\[
8\times20.99948\times0.00631737=1.06129 .
\]

All nonzero vectors together give \(1.25309\). The total is

\[
A_6=2.86802+1.25309+20.99948-10.66667=14.45392 .
\]

The energy per atom follows as

\[
E=-\frac{14.45392\times100}{2\times4^6}\ \text{eV}=-0.1764\ \text{eV}=-0.00648\ \text{hartree}.
\]

An independent value comes from counting lattice points explicitly. The sum inside \(R=56.57\,d\) is \(14.45388832\), the continuum tail is \(0.00003272\), and together they give \(14.45392104\). The Ewald total is also \(14.45392104\). At nearby radii the sharp cutoff moves the direct value by up to about \(2\times10^{-8}\), so this comparison confirms about seven decimals.

Other values of \(\eta\) redistribute the sum but leave the total unchanged:

| \(\eta\) (Å\(^{-1}\)) | near | \(G\ne0\) | \(G=0\) | self |
|---|---|---|---|---|
| 0.4 | 6.4445 | 0.0539 | 10.7517 | −2.7962 |
| 0.5 | 2.8680 | 1.2531 | 20.9995 | −10.6667 |
| 0.7 | 0.1870 | 36.9594 | 57.6226 | −80.3151 |

Without the \(G=0\) column, the three sums would be \(3.70\), \(-6.55\) and \(-43.17\). The last two have the wrong sign: they would give a positive energy per atom, placing the crystal above the separated atoms although every pair attracts. The row for \(\eta=0.7\) Å\(^{-1}\) also shows the price of a large \(\eta\): the near sum is small, but large reciprocal and self terms must cancel.

## (h) Two species

A triclinic model cell of volume 165 Å\(^3\) holds one atom A and two atoms B, with \(C_{AA}=100\) and \(C_{BB}=25\) eV Å\(^6\). Find the \(G=0\) and self terms at \(\eta=0.5\) Å\(^{-1}\), and compare the total energy with a direct pair sum. The cell vectors are \((5,0,0)\), \((1,5.5,0)\) and \((0.5,1,6)\) Å. Atom A is at the origin, and the B atoms are at the Cartesian positions \((2.7,2.3,0.6)\) and \((2.5,4.4,3.6)\) Å.

**Solution.** In units of eV\(^{1/2}\) Å\(^3\), \(c_A=10\) and \(c_B=5\), so \(C_{AB}=50\) eV Å\(^6\). The two atom sums in (12) differ:

\[
\Big(\sum_ic_i\Big)^2=(10+5+5)^2=400,\qquad \sum_ic_i^2=100+25+25=150,
\]

both in eV Å\(^6\). The \(G=0\) term contains the unlike pairs, and the self term does not:

\[
E_{G=0}=-\frac{\pi^{3/2}(0.5)^3\times400}{6\times165}\ \text{eV}=-0.28123\ \text{eV},
\]

\[
E_{\rm self}=\frac{(0.5)^6\times150}{12}\ \text{eV}=0.19531\ \text{eV}.
\]

The near sum is \(-0.06954\) eV and the sum over \(\mathbf G\ne0\) is \(-0.06711\) eV. The total is \(-0.22257\) eV per cell, and the same total results at \(\eta=0.4\) and \(0.7\) Å\(^{-1}\).

The direct sum to 120 Å gives \(-0.22256629\) eV, and (2) adds \(-0.00000294\) eV. The result, \(-0.22256923\) eV, agrees with the Ewald total to the printed digits. Unlike the one-atom fcc cell, this case tests the phases in \(S(\mathbf G)\) and the mixed coefficients.

## (i) Adding short-range damping

The bare \(-C_{ij}/r^6\) is not a realistic interaction where atoms overlap. How can (12) be used if each pair energy is multiplied by a damping function \(f_{ij}(r)\) that tends to one at large \(r\)?

**Solution.** Write \(f_{ij}=1+(f_{ij}-1)\). The first part is (12), and

\[
E_{\rm damped}=E+\frac12\sum_{i,j,\mathbf L}{}^{'}c_ic_j\,\frac{1-f_{ij}(r)}{r^6}.
\]

If \(1-f_{ij}\) falls rapidly, the correction is a short real-space sum, and the \(G=0\) term of (12) is unchanged. If it falls only as \(r^{-n}\) with \(n>0\), the terms of the correction fall as \(r^{-6-n}\), and the error of a cutoff at \(R\) falls as \(R^{-3-n}\). The correction can then still be summed in real space, with a cutoff that depends on \(n\) and on the accuracy required, and the \(G=0\) term of (12) is again unchanged. The correction is positive when \(f_{ij}<1\), as it must be when damping weakens an attraction.

The numbers in (g) and (h) are undamped pair energies of model crystals. They contain no repulsion and no many-body dispersion, so they test the summation and do not predict a cohesive energy.

## Computed results

```
fcc nearest-neighbour distance d = 4.0 angstrom
fcc C6 = 100.0 eV angstrom^6
fcc primitive volume = 45.25483 angstrom^3
Contributions to fcc A6 (dimensionless), eta in 1/angstrom:
eta 0.4: near 6.44453458, G nonzero 0.05385541
  G zero 10.75173372, self -2.79620267, total 14.45392104
  total without G zero 3.70218732
eta 0.5: near 2.86802252, G nonzero 1.25308526
  G zero 20.99947993, self -10.66666667, total 14.45392104
  total without G zero -6.54555888
eta 0.7: near 0.18695928, G nonzero 36.95943951
  G zero 57.62257292, self -80.31505067, total 14.45392104
  total without G zero -43.16865188
fcc direct cutoff R/d = 56.56854 (dimensionless)
fcc direct sum inside = 14.45388832 (dimensionless)
fcc continuum tail = 0.00003272 (dimensionless)
fcc direct sum with tail = 14.45392104 (dimensionless)
First-shell details use eta = 0.5 1/angstrom
g at first neighbours = 0.23810331 (dimensionless)
12 first neighbours in A6 = 2.85723967 (dimensionless)
6 second neighbours in A6 = 0.01031548 (dimensionless)
First reciprocal length = 1.923825 1/angstrom
First reciprocal shell count = 8 (dimensionless)
b at this shell = 1.923825 (dimensionless)
Bracket at this b = 0.00631737 (dimensionless)
This shell in A6 = 1.06129245 (dimensionless)
fcc energy per atom = -0.17643947 eV
fcc energy per atom = -0.00648403 hartree
Triclinic cell vectors (angstrom): [[5.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, 1.0, 6.0]]
Atom positions A, B, B (angstrom): [[0.0, 0.0, 0.0], [2.7, 2.3, 0.6], [2.5, 4.4, 3.6]]
C_AA = 100.0, C_BB = 25.0 eV angstrom^6
C_AB = 50.0 eV angstrom^6
Triclinic volume = 165.000 angstrom^3
(sum c_i)^2 = 400.0 eV angstrom^6
Triclinic energy contributions (eV), eta in 1/angstrom:
eta 0.4: near -0.12020806, G nonzero -0.00957208
  G zero -0.14398909, self 0.05120000, total -0.22256923
eta 0.5: near -0.06954413, G nonzero -0.06710891
  G zero -0.28122869, self 0.19531250, total -0.22256923
eta 0.7: near -0.01162137, G nonzero -0.90986885
  G zero -0.77169152, self 1.47061250, total -0.22256923
Triclinic direct sum to 120 angstrom = -0.22256629 eV
Triclinic continuum tail = -0.00000294 eV
Triclinic direct energy with tail = -0.22256923 eV
```
